Lateral kinetic energy and nodal planes in symmetry-filtered tunnelling

**1. What goes wrong with one decay constant**

In a magnetic tunnel junction, electrons of the two spin directions may arrive at the barrier in states of different lateral symmetry. The simplest estimate gives them all the same decay constant, fixed by the barrier height alone. A barrier would then attenuate every state equally and could not favour one spin through its symmetry.

The estimate can be badly wrong. In the model of section 8, a state that changes sign across one mirror plane has its density attenuated over 1 nm by a further factor of about 2 × 10¹¹. The cause is the kinetic energy stored in its lateral oscillation.

A short form of the result, "more nodal planes, faster decay", needs a condition. For a barrier potential that does not vary along the tunnelling direction, and for the slowest state of each symmetry at zero lateral Bloch vector, it holds when planes are added to those already present. It can fail when planes are merely counted.

**2. The model and the identity**

Let z be the tunnelling direction. Inside the barrier the potential V(x,y) does not depend on z. It has period a along x and y and the mirror symmetries of a square lattice: it is unchanged by x → −x, by y → −y and by the exchange x ↔ y. The electron has mass m and energy E, and its lateral Bloch vector is zero, so the wave function repeats from one lateral cell to the next.

Take a solution with a single decay constant κ > 0:

ψ(x,y,z) = φ(x,y) e^(−κz).

Two z-derivatives give a factor (−κ)² = κ². With ∇ₜ for the gradient in the xy plane, the Schrödinger equation becomes, after division by e^(−κz),

−(ħ²/2m)(∇ₜ²φ + κ²φ) + Vφ = Eφ.

Moving the κ² term to the right gives a lateral eigenvalue problem:

[−(ħ²/2m)∇ₜ² + V] φ = λφ,  λ = E + ħ²κ²/2m.

Therefore

κ² = (2m/ħ²)(λ − E).  (1)

A lateral state decays if λ > E. If λ < E, κ is imaginary and the state propagates; we assume λ > E for all states below.

To find what λ contains, multiply the eigenvalue equation by φ* and integrate over one lateral cell. Integration by parts gives

∫φ*∇ₜ²φ dA = ∮φ* ∂φ/∂n dl − ∫|∇ₜφ|² dA.

Opposite edges of the cell carry equal φ and equal gradients but opposite outward normals, so the edge integral cancels. Dividing by ∫|φ|² dA,

λ = ⟨V⟩ + (ħ²/2m) ∫|∇ₜφ|² dA / ∫|φ|² dA,

where ⟨V⟩ is the average of V weighted with |φ|². Insertion in (1) gives

κ² = (2m/ħ²)(⟨V⟩ − E) + ∫|∇ₜφ|² dA / ∫|φ|² dA.  (2)

The last term is the lateral kinetic energy multiplied by 2m/ħ², and it is never negative. The energy E is shared between the lateral and the z motion. What the lateral oscillation takes up is missing along z, so the electron tunnels as if the barrier were higher by that amount.

**3. The flat barrier**

Let V be constant and define

G = 2π/a,  κ₀² = 2m(V − E)/ħ².

The lateral eigenstates are the harmonics e^(iG(px+qy)) with integers p and q. The squared gradient of such a harmonic is G²(p²+q²) times its density, so (2) reads

κ² = κ₀² + sG²,  s = p² + q².  (3)

Symmetry decides which s a channel may use. Oddness in x requires sin(pGx) with p ≥ 1, evenness allows cos(pGx) with p ≥ 0, and likewise for y. Oddness under x ↔ y excludes p = q, because the antisymmetric combination then vanishes. Naming each channel by the simplest polynomial of its symmetry, the slowest members are:

- full symmetry: 1, with s = 0;
- x (odd in x, even in y): sin Gx, with s = 1;
- x²−y² (even in x and y, odd under exchange): cos Gx − cos Gy, with s = 1;
- xy (odd in x and y, even under exchange): sin Gx sin Gy, with s = 2;
- xy(x²−y²) (odd under all three): sin 2Gx sin Gy − sin Gx sin 2Gy, with s = 5.

The numbers of nodal planes through the axis x = y = 0 are 0, 1, 2, 2 and 4. The second and third channels have different numbers of planes and equal decay. The third and fourth have equal numbers and different decay. The count alone therefore does not fix κ.

How strong is the filtering? From κ² − κ₀² = sG² and the factorization of a difference of squares,

κ − κ₀ = sG²/(κ + κ₀).  (4)

For a high barrier, κ₀ ≫ G√s, this is close to sG²/2κ₀. Raising the barrier makes every channel decay faster but brings the decay constants closer together. In the opposite limit, E approaching V from below, κ₀ tends to zero and the difference tends to G√s. For a large period, G → 0, the filtering disappears.

**4. A Bloch state with several harmonics**

A state arriving from an electrode is in general a mixture. Let φₙ be orthonormal lateral eigenstates with decay constants κₙ. In a half-infinite barrier, where growing exponentials are excluded,

ψ = Σ cₙ φₙ e^(−κₙz).

For any one mirror, the lateral eigenstates can be chosen odd or even under it. If several mirrors define a channel, the following argument applies to each in turn. An incoming profile that is odd under a mirror has no overlap with the even φₙ, so those cₙ vanish. They stay zero at every depth, and the state cannot leak into a slower channel of the other parity.

Orthogonality removes the cross terms in the density integrated over a lateral cell:

N(z) = Σ|cₙ|² e^(−2κₙz).

Let wₙ = |cₙ|² e^(−2κₙz)/N be the share of member n. The local decay rate of the amplitude is

S(z) = −½ d ln N/dz = Σ wₙκₙ.

Differentiating wₙ gives dwₙ/dz = 2wₙ(S − κₙ), and so

dS/dz = 2Σ wₙκₙ(S − κₙ) = −2(Σ wₙκₙ² − S²) = −2Σ wₙ(κₙ − S)² ≤ 0.

The slope falls with depth, unless all members present share one κ, and tends to the smallest κₙ in the mixture. The same variance shows that

S ≤ √(Σ wₙκₙ²).  (5)

In a flat barrier the right side is what one finds by putting the lateral kinetic energy of the whole mixture into (2). For a mixture, this average gives an upper bound on the local slope. It becomes the decay constant once one κ is left.

**5. From symmetry to nodal cells**

We now let V(x,y) vary laterally again. The lowest λ of each channel can be found from a small region bounded by nodal planes.

If φ is odd in x, then φ(0,y) = −φ(0,y) = 0. Periodicity adds φ(a/2,y) = −φ(−a/2,y) = −φ(a/2,y), so φ also vanishes at x = a/2. One plane through the axis thus belongs to a set with spacing a/2. If φ is odd under exchange, it vanishes on x = y and on all copies shifted by a. For the channels x²−y² and xy(x²−y²), the parities in x and y are equal, which gives zeros on x + y = na as well, with n an integer.

These planes divide the xy plane into cells:

- x: strips of width a/2, periodic along y;
- x²−y²: squares of side a/√2, standing on a corner;
- xy: squares of side a/2;
- xy(x²−y²): right triangles with two sides a/2.

For full symmetry there is no forced plane, and the cell is the whole period with periodic edges.

We need one property of the lowest state u of such a cell, with u = 0 on the walls: it has no zero inside and is unique. The function v = |u| has the same density and the same integrated squared gradient as u, so it also minimizes the energy and satisfies the same equation,

∇ₜ²v = (2m/ħ²)(V − λ)v.

For a bounded V choose C > 0 above the largest value of (2m/ħ²)(V − λ). Then ∇ₜ²v ≤ Cv. Introduce an auxiliary coordinate t and w = v cos(√C t), with |t| < π/(2√C), where the cosine is positive. In three dimensions

∇²w = (∇ₜ²v − Cv) cos(√C t) ≤ 0.

For such a function the average over a small ball does not exceed the value at its centre. If v vanished at an interior point, the average of the non-negative w around that point, at t = 0, would be zero. Then v would vanish in a neighbourhood and, by repetition, throughout the cell, which is impossible. So u keeps one sign. Two independent lowest states could be made orthogonal, but two functions of fixed sign have a nonzero overlap. Hence u is unique.

The lowest state of the channel and that of the cell have the same λ, for two reasons. First, the channel state restricted to a cell vanishes on the walls and solves the cell problem, so its λ cannot lie below the cell minimum. Second, u can be continued across each wall with reversed sign. The potential is symmetric about the wall, and value and normal derivative match there, so the continued function solves the lateral equation everywhere.

It also has the right remaining parities. Being unique and of one sign, u is even under every symmetry of V that maps the cell onto itself. This makes the strip state even in y and the xy state even under exchange. For x²−y², take the cell centred at (a/2, 0). Its state is even under x → a − x and y → −y. A shift by a along x carries this cell to one reached by two sign reversals, which cancel; evenness under both operations makes the continued state agree with the shifted one. It is therefore periodic, and even in x and y.

In a flat barrier the cells return the values of s. The strip gives (π/(a/2))² = G². The square on its corner gives 2(π√2/a)² = 4π²/a² = G². The tie between x and x²−y² is thus geometrical: the second channel has walls in two directions, but they are farther apart.

**6. Why adding planes raises κ**

Suppose a second channel vanishes on all nodal planes of a first one and on additional planes. Let φ′ be its lowest state, with eigenvalue λ′, and let λ be the lowest eigenvalue of an old cell.

Restrict φ′ to that cell. It satisfies the conditions at the cell boundary, so it is an admissible trial function. It obeys the lateral equation with eigenvalue λ′, so its average energy in the cell is λ′. The minimum principle gives

λ ≤ λ′.

If the two were equal, φ′ would be a lowest state of the old cell. Such a state has no interior zero, whereas φ′ vanishes on the new planes inside. Hence λ < λ′, and by (1)

κ′² − κ² = (2m/ħ²)(λ′ − λ) > 0.  (6)

This orders the chain full symmetry → x → xy → xy(x²−y²), and also the chain full symmetry → x²−y² → xy(x²−y²). It makes no statement about x against x²−y², because neither set of planes contains the other. Each channel is represented by its slowest state; an excited state of a channel with few planes may decay faster than the lowest state of a channel with more.

With a corrugated potential the theorem orders λ, the sum of lateral kinetic and potential energy. It does not order the kinetic part separately.

**7. A corrugation that defeats the count**

Add to the flat barrier the term

W cos Gx cos Gy.

To first order in W, λ shifts by the average of this term in the unperturbed state. The four states with s = 1 are degenerate, but those used here have different symmetry and are not mixed.

For sin Gx the average contains the mean of cos Gy over a period, which is zero. The first-order shift vanishes.

For φ = cos Gx − cos Gy the density is

φ² = cos²Gx + cos²Gy − 2 cos Gx cos Gy.

Its mean is ½ + ½ − 0 = 1. Multiplied by cos Gx cos Gy, the first two terms average to zero because each contains an isolated cosine. The third gives −2 · ½ · ½ = −½. Thus

Δλ(x²−y²) ≈ −W/2,  Δλ(x) ≈ 0.  (7)

The density of x²−y² is largest at (a/2, 0) and (0, a/2), where cos Gx cos Gy = −1. For W > 0 these are valleys of the barrier, and the state with two planes decays more slowly than the state with one. For W < 0 they are hills, and the order is reversed.

The next order follows from the part of the perturbed function that leaves the s = 1 shell. For the x state,

W cos Gx cos Gy sin Gx = (W/2) sin 2Gx cos Gy.

The mean square of the right side is W²/16. Division by the mean square ½ of sin Gx gives W²/8. The harmonic reached has s = 5, so it lies higher by 4E_G, where E_G = ħ²G²/2m. The second-order shift is

−(W²/8)/(4E_G) = −W²/(32E_G).

For x²−y² the part outside the shell is (W/2)(cos 2Gx cos Gy − cos Gx cos 2Gy). Its mean square is (W²/4)(¼ + ¼) = W²/8, the state has mean square 1, and the gap is again 4E_G. The second-order shift is the same.

**8. Numbers for a model barrier**

Take the free-electron mass, a = 0.30 nm, a mean barrier height 4.00 eV above E, and thickness d = 1.00 nm. These are round model parameters; the results below are computed without intermediate rounding. With ħ²/2m = 0.0381 eV nm²,

G = 2π/0.30 = 20.94 nm⁻¹,  E_G = 16.71 eV,

κ₀ = √(4.00/0.0381) = 10.25 nm⁻¹.

For the x channel in the flat barrier, (2) gives

κ = √((4.00 + 16.71)/0.0381) = 23.32 nm⁻¹.

The density factors e^(−2κd) for a pure decaying exponential are:

- full symmetry: κ = 10.25 nm⁻¹, factor 1.3 × 10⁻⁹;
- x and x²−y²: κ = 23.32 nm⁻¹, factor 5.6 × 10⁻²¹;
- xy: κ = 31.34 nm⁻¹, factor 6.0 × 10⁻²⁸;
- xy(x²−y²): κ = 47.94 nm⁻¹, factor 2.3 × 10⁻⁴².

The first two factors differ by 1.26 × 10⁻⁹ / 5.60 × 10⁻²¹ ≈ 2 × 10¹¹. They are not complete transmission probabilities. For a thick barrier, transmission also contains prefactors set by the matching at both interfaces. The x state carries 16.7 eV of lateral kinetic energy, so in a flat free-electron electrode it propagates only if E lies more than 16.7 eV above the band bottom. The factor 2 × 10¹¹ belongs to this free-electron model and is not an estimate for a real oxide barrier.

For W = ±3.0 eV the lateral states were found numerically. A random profile of given symmetry, on a 12 × 12 grid per period, was carried in steps of 0.002 nm through a half-infinite barrier until its slowest member remained. Equation (2) was then evaluated with that profile:

- W = +3.0 eV: κ = 23.31 nm⁻¹ for x and 22.45 nm⁻¹ for x²−y²;
- W = −3.0 eV: κ = 23.31 nm⁻¹ for x and 24.14 nm⁻¹ for x²−y².

The order reverses as (7) predicts. Over 1 nm the x²−y² density factor is about 5.6 times that of x for positive W, and about 0.19 times for negative W. The computed shifts of λ for x²−y² are −1.517 and +1.483 eV. First order gives ∓1.5 eV, and second order adds −9.0/(32 × 16.71) = −0.017 eV in both cases. The x state shifts by −0.017 eV for either sign.

The nested order survives: for W = +3.0 eV, xy has κ = 31.34 nm⁻¹, above x, and xy(x²−y²) has 47.73 nm⁻¹, above both xy and x²−y².

For a mixture, start in the flat barrier with sin Gx + 0.5 sin 2Gx. The squared amplitudes are in the ratio 1 : 0.25, so the weights are 0.80 and 0.20. The decay constants are 23.32 and 43.12 nm⁻¹. The initial slope is

S(0) = 0.80 × 23.32 + 0.20 × 43.12 = 27.28 nm⁻¹,

whereas the average lateral kinetic energy gives

√(0.80 × 23.32² + 0.20 × 43.12²) = 28.40 nm⁻¹.

This lies above S(0), as (5) requires. The same stepping method gives a slope of 23.41 nm⁻¹ at a depth of 0.10 nm. The faster harmonic has almost gone after a third of a lateral period.

**9. Where the result stops**

At a nonzero lateral Bloch vector k, φ acquires the factor e^(i(kₓx + k_y y)). The phases cancel in φ* ∂φ/∂n on opposite edges, so (2) still holds. In a flat barrier, with g = G(p,q), it becomes

κ² = κ₀² + |k + g|².

At a general k, however, the mirrors change k and no longer classify the state. Symmetry then does not forbid the harmonic g = 0, and the protection of the faster channels is lost. If k lies in a mirror plane, that one mirror still classifies the state, and a state odd under it stays protected. Interfaces or barriers that break the mirrors can likewise feed slower channels.

A crystalline oxide has a potential that also varies along z. Its evanescent states have the form u(x,y,z)e^(iqz − κz), with a real wave number q and u periodic in z, and the z-derivatives of u enter the equation. The separation that led to (1) and (2) is then unavailable, and κ must be taken from the complex band structure. If the whole structure keeps a mirror and the lateral Bloch vector is zero, states of opposite parity under that mirror still do not mix. The flat-barrier values of κ, and the ordering proved in section 6, do not carry over; the order can even be reversed. Take V = U cos(2πz/c) with no lateral variation. A channel with index s then sees the one-dimensional band structure along z at the energy E − sE_G. The full-symmetry channel can lie inside a gap while the x channel lies just below the bottom of the lowest band. For U = 16 eV, c = 0.21 nm, a = 0.30 nm and E = 13.25 eV above the mean potential, all channels are evanescent, with κ ≈ 4.1 nm⁻¹ for full symmetry and κ ≈ 0.7 nm⁻¹ for x.
